# Does the Dirac velocity operator make electrons move at light speed?

## Question

For a free electron the Dirac Hamiltonian is $H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2$. The Heisenberg equation gives $d\mathbf x/dt=c\boldsymbol\alpha$, and each matrix $\alpha_k$ has eigenvalues $+1$ and $-1$. A measurement of a velocity component can therefore give $+c$ or $-c$ and nothing else. Doesn't this mean that an electron always moves at the speed of light, and that the slow electrons of the laboratory are an average over a rapid zigzag? If not, what is wrong with the argument, and how fast does a free electron move?

## Answer

Your operator and its eigenvalues are right. The faulty step is to read an eigenvalue of $c\alpha_k$ as the speed with which the electron gets from one place to another. To see what the electron does, one has to ask which states have a sharp $c\alpha_k$, what the mean of $c\alpha_k$ is in an electron state, and how displacement builds up over time.

I use Hartree atomic units, $\hbar=m=1$, in which $c\approx137.036$. Then

$$H=c\sum_j\alpha_jp_j+\beta c^2,$$

with Hermitian matrices obeying

$$\alpha_j\alpha_k+\alpha_k\alpha_j=2\delta_{jk},\qquad \alpha_k\beta+\beta\alpha_k=0,\qquad \beta^2=1 .$$

There is no external field, so $\mathbf p$ is conserved, and for each momentum $H$ is a $4\times4$ matrix. In $H^2$ the cross terms cancel by anticommutation, leaving

$$H^2=c^2p^2+c^4\equiv E^2,\qquad E=c\sqrt{p^2+c^2}.$$

The energies are $+E$ and $-E$, each twice because $H$ has zero trace.

### What the eigenvalues say

The position operator $x_k$ commutes with the matrices, and $[p_j,x_k]=-i\delta_{jk}$. Hence

$$\frac{dx_k}{dt}=i[H,x_k]=ic\sum_j\alpha_j(-i\delta_{jk})=c\alpha_k .$$

Since $\alpha_k^2=1$ and $\alpha_k$ has zero trace, its eigenvalues are $\pm1$. So far this is your argument.

A first warning comes from taking all three components together. If each had magnitude $c$ along a real path, the squared speed would be

$$(c\alpha_x)^2+(c\alpha_y)^2+(c\alpha_z)^2=3c^2,$$

a speed of $\sqrt3\,c$. The components cannot be combined in this way, because they are never sharp together. Define $\Sigma_z=-i\alpha_x\alpha_y$. Then

$$[\alpha_x,\alpha_y]=2\alpha_x\alpha_y=2i\Sigma_z,\qquad
\Sigma_z^2=-\alpha_x\alpha_y\alpha_x\alpha_y=\alpha_x^2\alpha_y^2=1 .$$

A common eigenvector of $\alpha_x$ and $\alpha_y$ would be annihilated by their commutator, but $\Sigma_z$ has no zero eigenvalue. The same holds for the other pairs. The eigenvalues therefore do not describe a velocity vector of length $c$.

### Velocity is not sharp in a state of definite energy

Separate from $H$ the term containing $\alpha_k$:

$$H=cp_k\alpha_k+R,\qquad R=c\sum_{j\ne k}p_j\alpha_j+\beta c^2 .$$

Every matrix in $R$ anticommutes with $\alpha_k$, so $R\alpha_k=-\alpha_kR$. Squaring $R$ as we squared $H$ gives $R^2=E^2-c^2p_k^2$. The first term of $H$ commutes with $\alpha_k$, and therefore

$$[H,\alpha_k]=R\alpha_k-\alpha_kR=2R\alpha_k,$$

$$[H,\alpha_k]^2=4R\alpha_kR\alpha_k=-4R^2\alpha_k^2=-4(E^2-c^2p_k^2).$$

The bracket is at least $c^4$, so the commutator annihilates no state. No energy eigenstate is an eigenstate of $c\alpha_k$.

The mass matters here. For a massless particle the $c^4$ is absent, and the commutator vanishes when the momentum points along direction $k$. Such a particle can have sharp energy and sharp velocity $\pm c$ together.

This shows that $c\alpha_k$ is not conserved. It does not yet give the electron's speed.

### The mean velocity of a positive-energy packet

The anticommutator supplies the speed. From the matrix rules,

$$H\alpha_k+\alpha_kH=c\sum_jp_j(\alpha_j\alpha_k+\alpha_k\alpha_j)+c^2(\beta\alpha_k+\alpha_k\beta)=2cp_k .$$

The projectors on the two signs of energy are

$$P_\pm=\frac12\left(1\pm\frac HE\right),\qquad HP_\pm=P_\pm H=\pm EP_\pm .$$

Put the anticommutator between two factors $P_+$. On the left, each $H$ meets a projector and becomes $E$:

$$2E\,P_+\alpha_kP_+=2cp_k\,P_+ .$$

Dividing by $2E$ and multiplying by $c$,

$$P_+\,c\alpha_k\,P_+=\frac{c^2p_k}{E}\,P_+ .$$

With $P_-$ each $H$ becomes $-E$, and the right-hand side changes sign. A negative-energy wave therefore moves against its momentum.

An ordinary free electron is described by positive-energy states, $P_+\psi=\psi$. Let $\psi(\mathbf p,t)$ be such a packet, normalized to one, with momentum density $\rho(\mathbf p)=\psi^\dagger\psi$. Free evolution multiplies $\psi$ by $e^{-iE(p)t}$, so it stays in the positive-energy space and $\rho$ does not change. Inserting $P_+$ on both sides of $c\alpha_k$ gives

$$\frac{d\langle x_k\rangle}{dt}=\int\psi^\dagger P_+c\alpha_kP_+\psi\,d^3p=\int\rho(\mathbf p)\,\frac{c^2p_k}{E(p)}\,d^3p .$$

The centre moves uniformly. Because $E>c|\mathbf p|$, each velocity in the average is shorter than $c$, and so is the average. For a packet narrow in momentum the velocity is $\mathbf v=c^2\mathbf p/E$. Differentiating $E^2=c^2p^2+c^4$ gives $\partial E/\partial p_k=c^2p_k/E$, so this is the group velocity.

For $p\ll c$, expanding the root gives $v\approx p\,(1-p^2/2c^2)$, which is the Newtonian $v=p$ (with $m=1$) and its first correction. For $p\gg c$, $v$ approaches $c$ from below.

### Where the outcomes $\pm c$ have gone

The projectors on $\alpha_k=\pm1$ are $(1\pm\alpha_k)/2$. In a positive-energy plane wave the mean of $\alpha_k$ is $v_k/c$, so the probabilities of the two outcomes are

$$w_\pm=\frac12\left(1\pm\frac{v_k}{c}\right),\qquad c\,w_+-c\,w_-=v_k .$$

For momentum along $z$ they are:

| $p$ (a.u.) | $v$ (a.u.) | $w_+$ | $w_-$ |
|---:|---:|---:|---:|
| 1 | 0.99997 | 0.5036 | 0.4964 |
| 100 | 80.779 | 0.7947 | 0.2053 |
| 1000 | 135.767 | 0.9954 | 0.0046 |

At $p=1$ the outcomes are almost evenly balanced, and their small imbalance is the whole velocity. So $\pm c$ are possible results for the observable $c\alpha_k$. They are not results of timing the electron over a distance, which is a different observable.

### Displacement over a finite time

The change of position over a time $T$ is described by the displacement operator

$$D_k(T)=x_k(T)-x_k(0)=c\int_0^T\alpha_k(t)\,dt,\qquad \alpha_k(t)=e^{iHt}\alpha_ke^{-iHt}.$$

To find $\alpha_k(t)$, split off a steady part:

$$\alpha_k=cp_kH^{-1}+F_k .$$

Then $F_k$ anticommutes with $H$, because

$$HF_k+F_kH=(H\alpha_k+\alpha_kH)-2cp_k=0 .$$

Moving $F_k$ past a function of $H$ reverses the sign of $H$, so $F_ke^{-iHt}=e^{iHt}F_k$ and

$$\alpha_k(t)=cp_kH^{-1}+e^{2iHt}F_k .$$

The second term oscillates at angular frequency $2E$; this is the trembling motion, or Zitterbewegung. To integrate it, use

$$\int_0^Te^{2iHt}dt=\frac{e^{2iHT}-1}{2iH}=e^{iHT}\,\frac{\sin(HT)}{H}.$$

The function $\sin(HT)/H$ contains even powers of $H$ alone, and $H^2=E^2$, so it equals the number $\sin(ET)/E$. Thus

$$D_k=c^2p_kH^{-1}T+G_k,\qquad G_k=c\,\frac{\sin ET}{E}\,e^{iHT}F_k .$$

$G_k$ also anticommutes with $H$, hence with $H^{-1}$. Two results follow. First, $P_+G_kP_+=0$, since an operator that anticommutes with $H$ turns positive energy into negative. The mean displacement of a positive-energy wave is then $v_kT$ at every $T$, with no trembling in the mean. Second, the cross terms in $D_k^2$ cancel:

$$D_k^2=\frac{c^4p_k^2}{E^2}T^2+G_k^2=v_k^2T^2+G_k^2 .$$

For the last term, $F_ke^{iHT}=e^{-iHT}F_k$ gives $e^{iHT}F_ke^{iHT}F_k=F_k^2$. We also need

$$\alpha_kH^{-1}+H^{-1}\alpha_k=H^{-1}(H\alpha_k+\alpha_kH)H^{-1}=\frac{2cp_k}{E^2},$$

from which

$$F_k^2=1-cp_k\frac{2cp_k}{E^2}+\frac{c^2p_k^2}{E^2}=1-\frac{v_k^2}{c^2}.$$

Collecting the pieces,

$$D_k^2=v_k^2T^2+(c^2-v_k^2)\,\frac{\sin^2ET}{E^2}.$$

This contains both speeds. For $ET\ll1$ the sine is $ET$ and $D_k^2\approx c^2T^2$: the root-mean-square (rms) displacement grows at rate $c$. For long $T$ the first term grows as $T^2$, while the second never exceeds $c^2/E^2\le1/c^2$. The trembling thus adds at most the square of the reduced Compton length, $1/c\approx0.0073$ bohr, and the rms displacement divided by $T$ tends to $|v_k|$.

At $p=100$ along $z$, $E=23247$ hartree and $c^2-v^2=18779-6525=12254$. For $T=10^{-4}$ atomic units of time, $ET=2.325$ and $\sin^2ET=0.531$, so

$$\frac{\sqrt{\langle D_z^2\rangle}}{T}=\sqrt{6525+12254\times\frac{0.531}{2.325^2}}\approx87.9 .$$

At $T=10^{-6}$ the ratio is 137.03, and at $T=10^{-3}$ it is 80.91, close to $v=80.78$. The formula was tested at random momenta against direct numerical time integration of $c\alpha_k(t)$.

The rate $c$ at short times should not be turned back into a zigzag path. $D_k$ depends on momentum and so does not in general commute with $x_k(0)$. At fixed momentum that commutator is small when $ET\ll1$, but a first reading fine enough to resolve a step $cT$ spreads the momentum over at least about $1/(2cT)$, and for such momenta $E\ge c|p|$ makes $ET$ no longer small. So $D_k$ is a legitimate operator, but not the difference of two successive position readings on one undisturbed electron.

### A packet followed in space

Take a packet that varies along $z$ alone, with a Gaussian momentum density of mean 100 and standard deviation 10 a.u. Start from the spinor $(1,0,0,0)$, in the representation where $\beta$ is diagonal with entries $1,1,-1,-1$, and keep its positive-energy part.

The centre, read from the density in position space, shifts by 1.6085 bohr in 0.02 atomic units of time. Its velocity is

$$\frac{1.6085}{0.02}\approx80.42\ \text{a.u.}\approx1.759\times10^8\ \text{m/s}\approx0.587\,c .$$

Light would cover 2.7407 bohr. The momentum average of $c^2p/E$ is also 80.42 a.u. This is a test of the packet law, because the centre was found without using that law.

The result lies 0.36 a.u. below the value 80.78 at $p=100$, for two reasons. In the starting spinor the mean of $H$ is $c^2$, so the projection multiplies the density by $(1+c^2/E)/2$. This factor falls with $p$ and lowers the mean momentum to 99.85. In addition, $v(p)$ bends downwards. Writing $\gamma=E/c^2=1.238$, we have $v=p/\gamma$, $v'=\gamma^{-3}=0.527$ and $v''=-3p/(c^2\gamma^5)=-0.0055$. To second order the change is

$$-0.154\times0.527+\tfrac12\times10^2\times(-0.0055)\approx-0.081-0.275=-0.356,$$

which accounts for the difference to the accuracy of this estimate.

The law is a vector law. With a fixed transverse momentum $p_x=50$ a.u. added, the mean velocity is 38.76 along $x$ and 77.16 along $z$. The $z$ component has dropped, since the transverse momentum raises $E$ at each $p_z$. The length of the mean velocity is $\sqrt{38.76^2+77.16^2}\approx86.3$, still below $c$.

### What if the packet is prepared with velocity $+c$?

Now choose a spinor with $\alpha_z=+1$ and the same Gaussian. Its initial mean velocity is $c$. Since $\beta$ anticommutes with $\alpha_z$,

$$\langle\beta\rangle=\langle\alpha_z\beta\alpha_z\rangle=-\langle\beta\rangle=0,$$

so at each momentum $p$ along $z$ the mean of $H$ is $cp$. The weights of the two energy signs are therefore

$$\langle P_\pm\rangle=\frac12\left(1\pm\frac{cp}{E}\right).$$

For a massive particle the negative-energy weight is never zero: a state with sharp $c\alpha_z$ is not a purely positive-energy state. Here the weights, averaged over the packet, are 0.794 and 0.206.

The two parts have velocities $+c^2p/E$ and $-c^2p/E$. Their weighted sum is the steady velocity

$$\left(\langle P_+\rangle-\langle P_-\rangle\right)\frac{c^2p}{E}=\frac{cp}{E}\,\frac{c^2p}{E}=c\left(\frac{cp}{E}\right)^2 .$$

Its average over the packet is 47.50 a.u. The remaining 89.5 a.u. of the initial velocity comes from interference between the parts, which oscillates at $2E(p)$. Over the momenta in the packet, $E(p)$ is spread by about $v\times10\approx808$ hartree, so after 0.01 atomic units of time the phases $2Et$ are spread by about $2\times808\times0.01\approx16$ radians, and the interference averages away. The centre, followed between 0.01 and 0.02, indeed drifts at 47.50 a.u. Even a packet that starts with mean velocity $c$ does not keep it.

The limit $p\to0$ is the clearest case. The weights become one half each and the steady velocity vanishes. With $H=\beta c^2$, the mean velocity is $c\cos(2c^2t)$, because $\langle\beta\rangle=0$ removes the sine term. Integrating, the mean displacement is $\sin(2c^2t)/(2c)$. In this limit the velocity reaches $c$, yet the centre never gets farther than half a reduced Compton length from its start. A real packet centred on $p=0$ has a small momentum width $\sigma$, and its centre also drifts slowly, at about $\sigma^2/c$, the average of the steady velocity above.

### Conditions

The law $\mathbf v=c^2\mathbf p/E$ belongs to free, positive-energy motion. With a potential $V(\mathbf x)$ added, $V$ commutes with $\mathbf x$ and $d\mathbf x/dt=c\boldsymbol\alpha$ survives, but momentum is no longer conserved and the free-energy projectors need not be either. In a normalizable bound state of sharp energy the mean of $i[H,x_k]$ is zero, so the mean velocity vanishes although the eigenvalues of $c\alpha_k$ are still $\pm c$.

All of this is one-particle Dirac theory. The negative-energy parts are kept here as solutions of that equation; their proper physical reading needs quantum field theory.

So a free electron does not always move at light speed. Its centre travels at the momentum average of $c^2\mathbf p/E$, and $\pm c$ are the eigenvalues of an observable that is not sharp in any state of definite energy. The numerical output below gives the values in more detail.

## Table of computed values

```
speed of light c = 137.035999 a.u.
reduced Compton length 1/c = 0.007297 bohr
sqrt of (c alpha)^2, in units of c = 1.732051
Positive-energy plane wave along z: p, v, v/c, prob(+c), prob(-c)
       1 a.u.    0.99997 a.u. 0.007297 0.503649 0.496351
      10 a.u.    9.97348 a.u. 0.072780 0.536390 0.463610
     100 a.u.   80.77888 a.u. 0.589472 0.794736 0.205264
    1000 a.u.  135.76715 a.u. 0.990741 0.995370 0.004630
At p = 100 a.u.: E = 23247.246 hartree, c^2 = 18778.865 hartree
  oscillation period pi/E = 1.3514e-04 a.u. of time
  T (a.u. of time), E*T, rms displacement / T (a.u. of velocity)
  1e-06     0.0232    137.02795
  1e-05     0.2325    136.23401
  1e-04     2.3247     87.92166
  1e-03    23.2472     80.90568
  1e-02   232.4725     80.77888
Packet with px = 50 a.u.: mean velocity x, z = 38.75583, 77.15823 a.u.
Positive-energy packet, px = 0, Gaussian mean p = 100, width = 10 a.u.
  mean p after projection = 99.84577 a.u.
  elapsed time = 0.02 a.u. of time
  shift of centre = 1.608465 bohr; light: 2.740720 bohr
  velocity from density = 80.423235 a.u.
  average of c^2 p/E = 80.423235 a.u.
  c^2 p/E at p = 100 = 80.778882 a.u.
  velocity from density = 1.75941e+08 m/s = 0.586877 c
Packet prepared with alpha_z = +1, same Gaussian
  initial velocity of centre = 137.036 a.u.
  positive-energy weight = 0.793736
  negative-energy weight = 0.206264
  late drift of centre = 47.49973 a.u.
  average of c (c p/E)^2 = 47.49973 a.u.
```
